# Chemical diffusion with fast electron trapping at immobile redox-active dopants

Suppose that the ionic and electronic conductivities of a mixed conductor are known, together with the concentrations of the mobile ions and free electrons. From these one computes the diffusivity of each carrier, combines the two, and predicts how fast a film evens out its composition. For the model film treated below, this gives a relaxation time of 0.47 s. The film in fact needs 1.87 s. No carrier has been slowed down: the missing factor of four comes from dopants that do not move but take up and release electrons.

## 1. Simplest case: trapping without electric forces

Let particles of concentration \(n\) diffuse with diffusivity \(D_e\) in one dimension, and let immobile traps hold a further concentration \(n_T\). With \(R\) the net capture rate per volume,

\[
\frac{\partial n}{\partial t}=D_e\frac{\partial^2 n}{\partial x^2}-R,\qquad
\frac{\partial n_T}{\partial t}=R .
\]

Trapped particles carry no flux, so the second balance has no transport term. Adding the two removes \(R\), because capture does not change the total \(m=n+n_T\):

\[
\frac{\partial m}{\partial t}=D_e\frac{\partial^2 n}{\partial x^2}.
\]

If capture and release are fast, \(n\) is at each point the equilibrium function \(n(m)\). Then \(\partial n/\partial x=\chi\,\partial m/\partial x\), and

\[
\frac{\partial m}{\partial t}=\frac{\partial}{\partial x}\left(\chi D_e\frac{\partial m}{\partial x}\right),\qquad \chi=\frac{dn}{dm}.
\]

The total spreads with diffusivity \(\chi D_e\). The factor is the differential free fraction: the share of a small addition that stays free. It is not the integral fraction \(\varphi=n/m\), because the flux responds to gradients. Without traps \(n=m\), so \(\chi=1\) and ordinary diffusion returns.

## 2. The two fractions from the trap equilibrium

Take free electrons on \(N_s\) sites per volume, sparsely occupied, and \(N_T\) dopants per volume whose electron level lies lower by \(E_b\). Each site holds at most one electron, with two spin states. With \(\lambda=e^{\mu_e/kT}\), and energies and \(\mu_e\) measured from the local free level,

\[
n=2N_s\lambda,\qquad \frac{n_T}{N_T-n_T}=2\lambda e^{E_b/kT}.
\]

The second relation is the ratio of the statistical weights of an occupied and an empty trap. Eliminating \(\lambda\) cancels the spin factors:

\[
n(N_T-n_T)=K n_T,\qquad K=N_s e^{-E_b/kT},\qquad n_T=\frac{N_T n}{n+K}.
\]

An electrostatic potential shifts the free and trap levels together, so \(K\) does not depend on it. Differentiation gives \(dn_T/dn=N_TK/(n+K)^2\), and since \(dm/dn=1+dn_T/dn\),

\[
\boxed{\chi=\left[1+\frac{N_TK}{(n+K)^2}\right]^{-1}},\qquad
\varphi=\left[1+\frac{N_T}{n+K}\right]^{-1}.
\]

The trap term in \(\chi\) is the one in \(\varphi\) times \(K/(n+K)<1\). Hence \(\chi>\varphi\) whenever traps and electrons are present: the traps already filled take no share of the next electron.

Three limits show the behaviour.

- Nearly empty traps, \(n\ll K\): both fractions tend to \(K/(K+N_T)\).
- Nearly full traps, \(n\gg K\) and \(n^2\gg N_TK\): \(\chi\to1\), although \(\varphi\) may still be small.
- Fixed \(n\), variable \(K\): the derivative of \(K/(n+K)^2\) is \((n-K)/(n+K)^3\), so the trap term is largest at \(K=n\), where half the traps are full. There \(\chi_{\min}=1/(1+N_T/4n)\).

Now the numbers. The model host has round parameters: \(T=600\) K (\(kT=0.05170\) eV), \(E_b=0.5\) eV, \(N_s=10^{28}\) m⁻³, \(N_T=10^{25}\) m⁻³. It contains \(m=5\times10^{24}\) m⁻³ electrons, half as many as dopants. Then

\[
K=10^{28}e^{-0.5/0.05170}=6.31\times10^{23}\ \mathrm{m^{-3}}.
\]

Inserting \(n_T=m-n\) in the trap equilibrium gives \(n^2+(N_T+K-m)n-Km=0\). Its positive root is \(n=5.14\times10^{23}\) m⁻³. The trap term is

\[
\frac{10^{25}\times6.312\times10^{23}}{(1.1448\times10^{24})^2}=4.82,
\]

so \(\chi=1/5.82=0.172\), while \(\varphi=0.103\). As a test, the mean number of free electrons was also found by summing over all placements of a fixed number of electrons on a finite set of sites in the same proportions. That sum gives \(n=5.135\times10^{23}\) m⁻³ and \(\chi=0.172\). The occupancy, 0.449, is near one half, so \(\chi\) is close to the smallest value possible at this \(n\), 0.170.

## 3. Adding the mobile ions

Electrons are charged, and their total cannot change locally unless ions follow. Let mobile ions of charge \(+ze\) have concentration \(c\) and diffusivity \(D_i\). Both carriers are dilute and ideal, the temperature is uniform, and neither flux drags the other directly. In a field \(E\), particle fluxes are

\[
J_i=-D_i\frac{\partial c}{\partial x}+\frac{zeD_ic}{kT}E,\qquad
J_e=-D_e\frac{\partial n}{\partial x}-\frac{eD_en}{kT}E .
\]

The conductivities are \(\sigma_i=z^2e^2cD_i/kT\) and \(\sigma_e=e^2nD_e/kT\). Multiplying the first flux by \(z\) gives

\[
zJ_i=-zD_i\frac{\partial c}{\partial x}+\frac{\sigma_i}{e}E,\qquad
J_e=-D_e\frac{\partial n}{\partial x}-\frac{\sigma_e}{e}E .
\]

No net current flows when a neutral component, one ion with \(z\) electrons, is exchanged or redistributed. The current density \(e(zJ_i-J_e)\) therefore vanishes, which fixes the field:

\[
\frac{\sigma_i+\sigma_e}{e}E=zD_i\frac{\partial c}{\partial x}-D_e\frac{\partial n}{\partial x}.
\]

With \(t_i=\sigma_i/(\sigma_i+\sigma_e)\) and \(t_e=1-t_i\), the field term in \(zJ_i\) is \(t_i\) times the right-hand side. So

\[
zJ_i=-t_e\,zD_i\frac{\partial c}{\partial x}-t_iD_e\frac{\partial n}{\partial x}. \tag{1}
\]

Over distances far above the screening length the solid is neutral:

\[
zc+B=n+n_T=m,
\]

where \(eB\) is the charge density of the immobile background with all traps empty. Acceptor-like dopants, neutral when empty, give \(B=0\) if no other fixed charge is present. Donor-like dopants, neutral when occupied, give \(B=N_T\). For uniform \(B\), \(N_T\) and \(K\), fast trapping yields \(\partial n/\partial x=\chi\,\partial m/\partial x=z\chi\,\partial c/\partial x\). Inserting this in (1) and dividing by \(z\),

\[
J_i=-D\frac{\partial c}{\partial x},\qquad \boxed{D=t_eD_i+t_i\chi D_e}. \tag{2}
\]

Ion conservation then gives \(\partial c/\partial t=\partial_x(D\,\partial_xc)\).

If the traps were frozen, \(\delta n_T=0\), all the change in electron content would appear as free electrons, and (2) would hold with \(\chi=1\):

\[
D_{\rm fr}=t_eD_i+t_iD_e .
\]

This is the proper comparison at given \(c\) and \(n\), that is, at given conductivities. Writing out the transport numbers gives

\[
D=\frac{D_iD_e(n+z^2c\chi)}{z^2cD_i+nD_e},\qquad
\frac{D}{D_{\rm fr}}=\frac{n+z^2c\chi}{n+z^2c}<1 .
\]

The ratio contains no diffusivity. Trapping acts through storage: a given composition gradient contains a smaller gradient of free electrons. The dopants need not move for that. The reduction is bounded, since \(D>t_eD_i\).

There is a thermodynamic check. The component's chemical potential is \(\mu_M=\mu_i+z\mu_e\), in which the electrostatic energies cancel. For dilute carriers

\[
\frac{d\mu_M}{dc}=kT\left(\frac1c+\frac zn\frac{dn}{dc}\right)=kT\left(\frac1c+\frac{z^2\chi}{n}\right).
\]

Multiplication by \(\sigma_i\sigma_e/[(\sigma_i+\sigma_e)z^2e^2]\) turns the first term into \(t_e\sigma_ikT/(z^2e^2c)=t_eD_i\) and the second into \(t_i\chi\sigma_ekT/(e^2n)=t_i\chi D_e\), which is (2) again.

When ions carry nearly all the current, \(z^2cD_i\gg nD_e\), one finds \(D\to D_e(\chi+n/z^2c)\). The first term is the result of section 1. The second is the drift of electrons in the small field that remains; it is negligible only if \(n\ll z^2c\chi\).

For the model host take \(z=1\), \(B=0\), \(c=5\times10^{24}\) m⁻³, \(D_i=10^{-12}\) and \(D_e=10^{-11}\) m²/s. The conductivities are \(1.55\times10^{-5}\) S/m for ions and \(1.59\times10^{-5}\) S/m for electrons, so \(t_i=0.493\) and \(t_e=0.507\). Then

\[
D=(0.507+0.848)\times10^{-12}=1.35\times10^{-12}\ \mathrm{m^2/s}=1.35\times10^{-8}\ \mathrm{cm^2/s}.
\]

With frozen traps the second term is \(4.93\times10^{-12}\) m²/s and \(D_{\rm fr}=5.44\times10^{-12}\) m²/s. The ratio is 0.249. It exceeds \(\chi=0.172\) because the ion term is not reduced.

In a sealed film of thickness \(L=5\) µm the flux vanishes at both faces. The slowest composition wave is \(\cos(qx)\) with \(q=\pi/L\), and it decays in the time \(1/(Dq^2)\). This gives the 1.87 s and, with \(D_{\rm fr}\), the 0.47 s of the opening.

Two tests drop the assumptions of neutrality and local equilibrium. They use both transport equations, Poisson's equation (relative permittivity 20) and a finite capture rate. The linearized equations for a long wave give \(D=1.355\times10^{-12}\) m²/s. A nonlinear simulation of the film, started with a 1% composition wave, gives \(1.354\times10^{-12}\) m²/s, lower than (2) by less than 0.1% of \(D\). The linear test also confirms (2) within 0.1% for \(z=2\), with \(B=0\), \(N_T\) and \(-N_T\).

## 4. How fast is fast?

Let capture follow the rate law \(R=k[n(N_T-n_T)-Kn_T]\), which vanishes at equilibrium. For small deviations

\[
\delta R=a\,\delta n-b\,\delta n_T,\qquad a=k(N_T-n_T),\qquad b=k(n+K).
\]

At equilibrium \(N_T-n_T=N_TK/(n+K)\), so \(a/b=N_TK/(n+K)^2\) and \(\chi=b/(a+b)\).

Consider a wave \(\cos(qx)\,e^{-st}\). The trap balance reads \(-s\,\delta n_T=a\,\delta n-b\,\delta n_T\), hence

\[
\delta n_T=\frac{a}{b-s}\delta n,\qquad
\chi_s=\frac{\delta n}{\delta n+\delta n_T}=\frac{b-s}{a+b-s}.
\]

Equation (1) did not use local equilibrium. Neutrality still gives \(\delta n=z\chi_s\,\delta c\), so \(s=q^2(t_eD_i+t_i\chi_sD_e)\). Multiply by \(a+b-s\) and collect terms, using \(bD_e=(a+b)\chi D_e\):

\[
s(a+b-s)=q^2\left[(a+b)D-sD_{\rm fr}\right],
\]

\[
s^2-s(a+b+q^2D_{\rm fr})+q^2(a+b)D=0. \tag{3}
\]

For long waves, \(q^2D_{\rm fr}\ll a+b\), the roots are \(s\approx Dq^2\) and \(s\approx a+b\): diffusion with trapping, and local trap relaxation. For short waves that are still neutral, the large root is \(D_{\rm fr}q^2\). The product of the roots then gives the small one, \((a+b)D/D_{\rm fr}\), a tail whose rate is set by the traps and not by the wavelength.

The left side of (3) equals \(-q^4D(D_{\rm fr}-D)\) at \(s=Dq^2\) and \(-q^2(a+b)(D_{\rm fr}-D)\) at \(s=D_{\rm fr}q^2\). Both are negative, so both values lie between the roots. A finite trapping rate therefore makes the slow mode slower than \(Dq^2\).

To first order in \(s\), the relative change of \(\chi_s\) from \(\chi\) is \(-(s/b)\,a/(a+b)\). Equation (2) is thus safe if \(s\ll b\). This is sufficient but not always necessary: by (3), for \(q^2D_{\rm fr}\ll a+b\) the slow rate lies below \(Dq^2\) by the fraction \(q^2(D_{\rm fr}-D)/(a+b)\). A small value of this fraction alone does not suffice, because the slow root never exceeds \(a+b\): the left side of (3) is negative at \(s=a+b\). When traps take up most added electrons, \(a\gg b\), and the electron term dominates \(D\), this fraction is about \(s/b\). Then \(s\ll a+b\) is not enough.

With \(k=10^{-21}\) m³/s the model has \(b=1.14\times10^3\) s⁻¹ against \(Dq^2=0.535\) s⁻¹, and trapping is fast. With \(k=10^{-24}\) m³/s, \(a=5.51\) and \(b=1.14\) s⁻¹. Equation (3) then gives 0.425 and 8.38 s⁻¹, and the full linear equations agree to the digits shown. The slow rate lies 21% below \(Dq^2\).

For the short-wave limit, take a tenfold larger \(q\) and \(k=10^{-25}\) m³/s. The full equations give a fast mode with \(s/q^2=5.45\times10^{-12}\) m²/s, slightly above \(D_{\rm fr}\) as required, and a tail at 0.165 s⁻¹, against 0.166 s⁻¹ from the limiting law. The same material can thus show \(D_{\rm fr}\) in one experiment and \(D\) in another, depending on length, time and the initial filling of the traps, provided the length \(\sqrt{D_{\rm fr}/(a+b)}\) lies far above the screening length. It is 2.9 µm for \(k=10^{-25}\) m³/s, but only 29 nm for \(k=10^{-21}\) m³/s, which leaves no clear range for \(D_{\rm fr}\). A short wave decays almost completely with \(D_{\rm fr}\) if the trap occupancy is uniform at the start. If the traps start in local equilibrium with the wave, the decay begins at the rate \(Dq^2\), by (1), but the flux dies away at the rate \(D_{\rm fr}q^2\) while the traps stay as they were. Only the fraction \(D/D_{\rm fr}\) of the wave, here about a quarter, is then lost quickly; the rest is left to the tail.

Neutrality is not in doubt here: the screening length of the mobile carriers is 3.2 nm, while \(1/q\) for the film is about 1600 nm.

## 5. Does doping always slow the material down?

So far \(n\) and \(c\) were held fixed. A different question compares doped and undoped hosts with the same ion content. Doping then also removes free electrons and changes the transport numbers. Take \(B=0\), so that \(m=zc\) and \(n=\varphi zc\). The explicit form of \(D\) becomes

\[
D=\frac{D_iD_e(\varphi+z\chi)}{zD_i+\varphi D_e},\qquad
D_0=\frac{(1+z)D_iD_e}{zD_i+D_e},
\]

where \(D_0\) is the undoped value, \(\varphi=\chi=1\). The condition \(D<D_0\) is

\[
(\varphi+z\chi)(zD_i+D_e)<(1+z)(zD_i+\varphi D_e).
\]

The terms in \(D_e\) combine to \(z(\chi-\varphi)D_e\) on the left. Those in \(D_i\) combine to \(zD_i(1+z-\varphi-z\chi)\) on the right. Since \(\chi>\varphi\), division keeps the inequality:

\[
\boxed{D<D_0\iff\frac{D_e}{D_i}<r^*=\frac{(1-\varphi)+z(1-\chi)}{\chi-\varphi}}. \tag{4}
\]

Two limits explain this.

- Slow electrons, \(D_e\ll D_i\) and \(\varphi D_e\ll zD_i\): \(D\to D_e(\varphi+z\chi)/z\), below the undoped \(D_e(1+z)/z\). Electrons limit the process, and doping hinders them.
- Very fast electrons, \(\varphi D_e\gg zD_i\): \(D\to D_i(1+z\chi/\varphi)\), above the undoped \((1+z)D_i\). Ions limit the process. Since \(\chi/\varphi=d\ln n/d\ln m\), the logarithm of the free-electron concentration, and with it \(\mu_e\), changes more steeply with composition than without traps, and this drives the ions harder.

In the example \(r^*=(0.897+0.828)/0.0692=24.9\). With \(D_e/D_i=10\), doping lowers \(D\) from \(1.82\times10^{-12}\) to \(1.35\times10^{-12}\) m²/s, a factor of 0.745. With \(D_e=10^{-9}\) m²/s, a ratio of 1000, it raises \(D\) from \(2.00\times10^{-12}\) to \(2.65\times10^{-12}\) m²/s. Even then \(D\) stays at 0.249 of its frozen-trap value, \(1.06\times10^{-11}\) m²/s, because that ratio contains no diffusivity. The full linear equations, solved with and without dopants, confirm that the change of sign occurs at \(r^*\).

Composition matters as well. For \(D_e/D_i=10\):

| \(c/N_T\) | \(\varphi\) | \(\chi\) | \(D/D_{\rm fr}\) | \(D/D_0\) |
|---|---|---|---|---|
| 0.1 | 0.065 | 0.071 | 0.128 | 0.455 |
| 0.5 | 0.103 | 0.172 | 0.249 | 0.745 |
| 0.9 | 0.189 | 0.463 | 0.549 | 1.24 |
| 1.1 | 0.257 | 0.654 | 0.725 | 1.40 |
| 2.0 | 0.528 | 0.952 | 0.969 | 1.30 |

The column \(D/D_{\rm fr}\) stays below one and rises as the traps fill. The last column passes through one between \(c/N_T=0.5\) and 0.9. At 0.9, equation (4) gives \(r^*=(0.811+0.537)/0.274=4.9\), already below 10. Well beyond \(c=N_T\) both fractions tend to one, and \(D\) returns to \(D_0\).

## 6. Where the formula stops

Equation (2) assumes that trapped electrons do not hop from dopant to dopant; such hopping would add a flux to \(J_e\). It assumes that dopants do not bind the mobile ions, which would give the ions a differential fraction of their own. The model parameters do not guarantee this: a filled acceptor-like dopant is negative, and at relative permittivity 20 its Coulomb attraction to an ion 0.3 nm away is about \(4.6\,kT\). At high concentrations the ideal terms \(kT/c\) and \(kT/n\) must be replaced by the true slopes of the chemical potentials. In the model host the Coulomb energy of an ion with its screening cloud, \(e^2/(8\pi\varepsilon\lambda)\) with permittivity \(\varepsilon\) and screening length \(\lambda\), is already about \(0.2\,kT\). Its numbers therefore illustrate the ideal model and are not accurate predictions for a real solid. If the dopant concentration varies in space, \(\partial n/\partial x\) is no longer \(z\chi\,\partial c/\partial x\), and (1) must be used with the local trap equilibrium. The numerical output below lists the values used here.

## Table of computed values

```
T = 600 K, kT = 0.05170 eV, E_b = 0.5 eV, z = 1
N_s = 1.0e+28, N_T = 1.0e+25, c = 5.0e+24 m^-3
D_i = 1.0e-12, D_e = 1.0e-11 m^2/s
relative permittivity = 20
film thickness = 5.0 um, q = 6.2832e+05 m^-1
K = 6.3123e+23 m^-3
n = 5.1362e+23, n_T = 4.4864e+24 m^-3
trap occupancy n_T/N_T = 0.4486
phi = 0.1027, chi = 0.1719
canonical sum: n = 5.1354e+23 m^-3, chi = 0.1719
smallest chi at this n (K = n) = 0.1704
sigma_i = 1.5494e-05, sigma_e = 1.5916e-05 S/m
t_i = 0.4933, t_e = 0.5067
ion term t_e*D_i = 5.0672e-13 m^2/s
electron term t_i*chi*D_e = 8.4814e-13 m^2/s
electron term, frozen traps t_i*D_e = 4.9328e-12 m^2/s
D (fast trapping) = 1.3549e-12 m^2/s = 1.3549e-08 cm^2/s
D_fr (frozen traps) = 5.4395e-12 m^2/s, D/D_fr = 0.2491
D from linear full equations = 1.3549e-12 m^2/s
D from nonlinear film simulation = 1.3538e-12 m^2/s
D_0 (no dopant, same c) = 1.8182e-12 m^2/s, D/D_0 = 0.7452
film relaxation time, fast trapping = 1.8696 s
film relaxation time, frozen traps = 0.4657 s
screening length = 3.219 nm
k = 1.0e-21 m^3/s: a = 5.5136e+03, b = 1.1448e+03 s^-1
film decay rate D*q^2 = 0.5349 s^-1
slow trapping, k = 1.0e-24 m^3/s, same film:
  a = 5.5136, b = 1.1448 s^-1
  rates from dispersion = 0.4249, 8.3810 s^-1
  rates, full equations = 0.4249, 8.3809 s^-1
short wave, q = 6.2832e+06 m^-1, k = 1.0e-25 m^3/s:
  fast mode rate/q^2 = 5.4477e-12 m^2/s
  tail rate = 0.1654 s^-1, limit law = 0.1658 s^-1
threshold r* for D_e/D_i at fixed c = 24.928
fast electrons, D_e = 1.0e-09 m^2/s:
  D = 2.6480e-12, D_fr = 1.0631e-11 m^2/s
  D_0 = 1.9980e-12 m^2/s, D/D_0 = 1.3253
  limit D_i*(1+z*chi/phi) = 2.6738e-12 m^2/s
sweep, D_e = 10 D_i; D in m^2/s
c/N_T   phi     chi     t_e     D          D/D_fr  D/D_0
0.1     0.0651  0.0713  0.3943  8.2637e-13 0.1281  0.4545
0.5     0.1027  0.1719  0.5067  1.3549e-12 0.2491  0.7452
0.9     0.1893  0.4634  0.6543  2.2562e-12 0.5488  1.2409
1.1     0.2569  0.6544  0.7198  2.5533e-12 0.7250  1.4043
2.0     0.5282  0.9520  0.8408  2.3564e-12 0.9686  1.2960
```
